# Occupation of a Lorentzian-broadened level from the Matsubara sum

## Problem

A fermion level with one spin state is coupled to a large reservoir. Its energy is $e$, measured from the chemical potential, and its spectral function is

$$A(\omega)=\frac{1}{\pi}\,\frac{\Gamma}{(\omega-e)^2+\Gamma^2},\qquad \Gamma>0,\qquad \int_{-\infty}^{\infty}A(\omega)\,d\omega=1 .$$

Here $\Gamma$ is the half width at half maximum, so the full width is $2\Gamma$. Both $e$ and $\Gamma$ are taken as independent of temperature. Units are $\hbar=k_B=1$, with $\beta=1/T$, so that $T$ stands for the energy $k_BT$.

(a) Estimate the mean occupation $n=\langle c^\dagger c\rangle$ at low and at high temperature by scaling.

(b) Show by a Matsubara sum that

$$n=\frac12-\frac1\pi\,\mathrm{Im}\,\psi\!\left(\frac12+z\right),\qquad z=\frac{\beta(\Gamma+ie)}{2\pi},$$

where $\psi$ is the digamma function.

(c) Derive both temperature limits with their leading corrections.

(d) For $e=50$ meV and $\Gamma=20$ meV, compare the estimates with the exact result at 20 K, 300 K and 3000 K.

## First estimate by scaling

The occupation is the spectral weight filled according to the Fermi function $f(\omega)=1/(e^{\beta\omega}+1)$:

$$n=\int_{-\infty}^{\infty}A(\omega)f(\omega)\,d\omega. \tag{1}$$

This relation is derived below. Since $n$ has no dimension, it can depend only on $e/T$ and $\Gamma/T$. The energy that separates the two regimes is $R=\sqrt{\Gamma^2+e^2}$, which measures how far the centre and the width of the line reach from the chemical potential.

**Low temperature, $T\ll R$.** The Fermi function is nearly a step, and $n$ is the weight below $\omega=0$, provided this weight exceeds the thermal occupation of the line centre, about $e^{-e/T}$ for $e>0$; for a narrow line this requires in addition $\Gamma/e\gg e^{-e/T}$. For $e\gg\Gamma$ this is a Lorentzian tail:

$$n\approx\int_{-\infty}^{0}\frac{\Gamma}{\pi(\omega-e)^2}\,d\omega=\frac{\Gamma}{\pi e}.$$

Heating rounds the step over a range $T$. As many states are emptied below zero as are filled above it if $A$ is constant there, so the change comes from the slope of $A$. It is of order $T^2A'(0)\sim T^2\Gamma e/R^4$.

**High temperature, $T\gg R$.** Over most of the line $f\approx\frac12-\omega/(4T)$. The first moment of a Lorentzian exists only with a symmetric cutoff. Since $f-\frac12$ is odd in $\omega$, the cutoff is taken symmetric about $\omega=0$, and the moment is then $e$, so

$$n\approx\frac12-\frac{e}{4T}.$$

The linear form fails in the tails $|\omega|\gtrsim T$, where $f-\frac12$ saturates. The two tails differ by $A(\omega)-A(-\omega)\approx4\Gamma e/(\pi\omega^3)$, whose integral from $T$ upwards is of order $\Gamma e/T^2$. The linear form exaggerates the departure from one half there, so for $e>0$ the correction due to the width should be positive and of this order. The curvature of $f$ at the line centre adds a further term of order $e^3/T^3$, which is the larger one for a narrow line; by (11) below this happens for $\Gamma\lesssim e^2/(6.5\,T)$.

**Between the regimes.** One may try adding the thermal occupation of a sharp level to the tail weight, $n\approx f(e)+\Gamma/(\pi e)$. Nothing guarantees that the two effects add; the exact result will judge this guess.

## Exact solution

### Spectral representation

Let $a,b$ label eigenstates of $K=H-\mu N$ with energies $E_a,E_b$ and probabilities $p_a=e^{-\beta E_a}/Z$. The spectral function is

$$A(\omega)=\sum_{ab}|\langle a|c|b\rangle|^2(p_a+p_b)\,\delta(\omega-E_b+E_a).$$

For a large reservoir the peaks merge into a smooth curve, here the Lorentzian. At fixed $\omega=E_b-E_a$ one has $p_a=e^{\beta\omega}p_b$, hence $p_b=f(\omega)(p_a+p_b)$. Because $n=\sum_{ab}p_b|\langle a|c|b\rangle|^2$, equation (1) follows.

The Matsubara function is $G(\tau)=-\langle T_\tau c(\tau)c^\dagger(0)\rangle$, with $c(\tau)=e^{K\tau}ce^{-K\tau}$. For $0<\tau<\beta$ the same states give

$$G(\tau)=-\int A(\omega)\,[1-f(\omega)]\,e^{-\omega\tau}\,d\omega .$$

We need its Fourier coefficients at $\omega_k=(2k+1)\pi T$. Since $e^{i\omega_k\beta}=-1$,

$$\int_0^\beta e^{(i\omega_k-\omega)\tau}d\tau=-\frac{1+e^{-\beta\omega}}{i\omega_k-\omega},$$

and $(1-f)(1+e^{-\beta\omega})=1$. Therefore

$$G(i\omega_k)=\int_{-\infty}^{\infty}\frac{A(\omega)}{i\omega_k-\omega}\,d\omega. \tag{2}$$

### Matsubara function of the Lorentzian

Split the Lorentzian into its two poles:

$$A(\omega)=\frac{1}{2\pi i}\left[\frac{1}{\omega-e-i\Gamma}-\frac{1}{\omega-e+i\Gamma}\right].$$

For $\omega_k>0$ the denominator in (2) vanishes at $\omega=i\omega_k$, in the upper half plane. Close the contour in the lower half plane, where only the pole $\omega=e-i\Gamma$ lies. The integrand falls as $|\omega|^{-3}$, so the arc gives nothing. The clockwise direction contributes $-2\pi i$ and the residue carries $-1/(2\pi i)$; the signs cancel. For $\omega_k<0$ the contour is closed above, around $e+i\Gamma$. Together,

$$G(i\omega_k)=\frac{1}{i\omega_k-e+i\Gamma\,\mathrm{sgn}\,\omega_k}. \tag{3}$$

The sign function makes the broadening increase the magnitude of the imaginary part of the denominator at both signs of frequency. For $\omega_k>0$,

$$\mathrm{Re}\,G(i\omega_k)=-\frac{e}{(\omega_k+\Gamma)^2+e^2}. \tag{4}$$

### From the Fermi function to a sum

Write $f(\omega)=\frac12-\frac12\tanh(\beta\omega/2)$. The product over zeros,

$$\cosh x=\prod_{k\ge0}\left[1+\frac{4x^2}{(2k+1)^2\pi^2}\right],$$

has the logarithmic derivative

$$\tanh x=\sum_{k\ge0}\frac{8x}{(2k+1)^2\pi^2+4x^2}. \tag{5}$$

With $x=\beta\omega/2$ the numerator is $4\beta\omega$ and the denominator is $\beta^2(\omega_k^2+\omega^2)$, so

$$f(\omega)=\frac12-2T\sum_{k\ge0}\frac{\omega}{\omega_k^2+\omega^2}. \tag{6}$$

Insert this into (1). At given $\omega$ all terms of the sum have one sign, and the partial sums, including the factor $2T$, stay below $\frac12$ in magnitude. As $A$ is integrable, sum and integral may be exchanged. The real part of (2) is $-\int A\,\omega/(\omega_k^2+\omega^2)\,d\omega$, so each averaged term is known from (4):

$$n=\frac12+2T\sum_{k\ge0}\mathrm{Re}\,G(i\omega_k)
=\frac12-2T\sum_{k\ge0}\frac{e}{(\omega_k+\Gamma)^2+e^2}. \tag{7}$$

The term $\frac12$ has a direct meaning. $G(\tau)$ jumps at $\tau=0$ from $G(0^-)=n$ to $G(0^+)=n-1$. A Fourier sum taken symmetrically in $\pm\omega_k$ gives the mean of the two values, $n-\frac12$. The convergence factor in the usual form $n=T\sum_kG(i\omega_k)e^{i\omega_k0^+}$ selects the value at $0^-$ and so supplies the missing $\frac12$.

### The digamma function

Set $z=x+iy$ with $x=\Gamma/(2\pi T)$ and $y=e/(2\pi T)$. Then $\omega_k+\Gamma=2\pi T(k+\frac12+x)$, and

$$2T\,\frac{e}{(\omega_k+\Gamma)^2+e^2}
=\frac{1}{\pi}\,\frac{y}{(k+\frac12+x)^2+y^2}.$$

The digamma function has the series

$$\psi(s)=-\gamma+\sum_{k\ge0}\left[\frac1{k+1}-\frac1{k+s}\right],$$

where $\gamma$ is Euler's constant. At $s=\frac12+z$ only the last fraction has an imaginary part:

$$\mathrm{Im}\,\psi\!\left(\tfrac12+z\right)=\sum_{k\ge0}\frac{y}{(k+\frac12+x)^2+y^2}. \tag{8}$$

Substitution in (7) gives

$$n=\frac12-\frac1\pi\,\mathrm{Im}\,\psi\!\left(\frac12+\frac{\beta(\Gamma+ie)}{2\pi}\right), \tag{9}$$

as required.

Several properties can be read from (7). Changing the sign of $e$ changes the sign of the sum, so $n(-e)=1-n(e)$, and $n=\frac12$ at $e=0$. Each term decreases in magnitude when $\Gamma$ grows, so broadening at fixed $T$ moves $n$ toward one half. For $\Gamma\to0$ at fixed $T$, (7) becomes (6) at $\omega=e$, and $n\to f(e)$.

Heating also moves $n$ toward one half. Folding the negative frequencies in (1) onto the positive ones gives

$$n-\frac12=-\frac12\int_0^\infty[A(\omega)-A(-\omega)]\tanh\frac{\omega}{2T}\,d\omega .$$

The bracket has the sign of $e$ for all $\omega>0$, while the hyperbolic tangent decreases as $T$ rises.

### Low-temperature limit

Let $h=2\pi T$ and $g(\omega)=e/[(\omega+\Gamma)^2+e^2]$. Then (7) reads $n=\frac12-\frac1\pi\,h\sum_kg(\omega_k)$. The frequencies $\omega_k=h(k+\frac12)$ are the midpoints of cells of width $h$ that start at zero, so the sum is a midpoint rule. A Taylor expansion in each cell gives

$$\int_{\rm cell}g\,d\omega=h\,g(\omega_k)+\frac{h^3}{24}g''(\omega_k)+\frac{h^5}{1920}g''''(\omega_k)+\dots$$

Sum over the cells and apply the same rule to $g''$ and $g''''$:

$$h\sum_k g''=-g'(0)+\frac{h^2}{24}g'''(0)+\dots,\qquad h\sum_k g''''=-g'''(0)+\dots$$

The coefficient of $h^4g'''(0)$ in $h\sum g$ is then $\frac1{1920}-\frac1{576}=-\frac7{5760}$, and

$$h\sum_kg(\omega_k)=\int_0^\infty g\,d\omega+\frac{h^2}{24}g'(0)-\frac{7h^4}{5760}g'''(0)+\dots$$

The integral is $\arctan(e/\Gamma)$. For the derivatives use $g(\omega)=-\mathrm{Im}\,(\omega+\Gamma+ie)^{-1}$:

$$g'(0)=\mathrm{Im}\,\frac1{(\Gamma+ie)^2}=-\frac{2\Gamma e}{R^4},\qquad
g'''(0)=6\,\mathrm{Im}\,\frac1{(\Gamma+ie)^4}=-\frac{24\,\Gamma e(\Gamma^2-e^2)}{R^8}.$$

With $h^2=4\pi^2T^2$ and $h^4=16\pi^4T^4$,

$$n=\frac12-\frac1\pi\arctan\frac e\Gamma+\frac{\pi}{3}\,\frac{T^2\Gamma e}{R^4}-\frac{7\pi^3}{15}\,\frac{T^4\Gamma e(\Gamma^2-e^2)}{R^8}+\dots \tag{10}$$

The condition is that the cell width $h=2\pi T$ be small against $R$, the scale on which $g$ varies near $\omega=0$. The series is asymptotic, not convergent, since the $m$-th derivative of $g$ grows as $m!/R^{m+1}$. For $e=50$ meV and $\Gamma=20$ meV the $T^2$ term alone misses about 10% of the thermal shift at $T=0.1R$ and about 25% at $T=0.2R$. The first two terms are the Lorentzian weight below the chemical potential. The third is $(\pi^2/6)T^2A'(0)$, in line with the estimate.

For $\Gamma=0$ and $e>0$ the displayed corrections vanish, and what remains is the thermal occupation, approximately $e^{-e/T}$. No power of $T$ in (10) contains this exponential contribution. At fixed $\Gamma>0$ the power law outweighs it as $T\to0$; for $e\gg\Gamma$ this happens once $T^2\Gamma/e^3\gg e^{-e/T}$, so a very narrow line needs this condition in addition to $T\ll R$. If $\Gamma$ itself varies with temperature, the arctangent contributes further temperature dependence.

### High-temperature limit

Now $|z|$ is small. For $|z|<\frac12$ every fraction in the digamma series can be expanded:

$$\frac1{k+\frac12+z}=\sum_{m\ge0}\frac{(-z)^m}{(k+\frac12)^{m+1}}.$$

The term $m=0$ is real and drops out of the imaginary part. For $m\ge1$ the double sum converges absolutely, and the sum over $k$ may be done first:

$$S_p=\sum_{k\ge0}\frac1{(k+\frac12)^p}=2^p\sum_{k\ge0}\frac1{(2k+1)^p}=(2^p-1)\,\zeta(p).$$

The last step removes the even integers, which carry a fraction $2^{-p}$ of $\zeta(p)$. Hence $S_2=\pi^2/2$, $S_3=7\zeta(3)$, $S_4=\pi^4/6$, and

$$\mathrm{Im}\,\psi\!\left(\tfrac12+z\right)=S_2\,\mathrm{Im}\,z-S_3\,\mathrm{Im}\,z^2+S_4\,\mathrm{Im}\,z^3-\dots$$

The imaginary parts are

$$\mathrm{Im}\,z=\frac{e}{2\pi T},\qquad \mathrm{Im}\,z^2=\frac{\Gamma e}{2\pi^2T^2},\qquad \mathrm{Im}\,z^3=\frac{3\Gamma^2e-e^3}{8\pi^3T^3}.$$

Therefore

$$n=\frac12-\frac e{4T}+\frac{7\zeta(3)}{2\pi^3}\,\frac{\Gamma e}{T^2}-\frac{3\Gamma^2e-e^3}{48\,T^3}+\dots \tag{11}$$

The full series converges for $|z|<\frac12$, that is, for $T>R/\pi$. Beyond that it diverges for $e\ne0$, since $\psi(\frac12+z)$ has a pole at $z=-\frac12$. A few terms suffice when $T\gg R$.

The width first enters through $\Gamma e/T^2$, with the sign and scaling found from the tails. A term-by-term average of the Taylor series of $f$ would miss it: that series contains, besides $\frac12$, only odd powers of $\omega/T$, and the average of $\omega^3$ over a Lorentzian diverges when $e\ne0$.

## Comparison of the estimate and the exact result

For $e=50$ meV and $\Gamma=20$ meV, $R=53.85$ meV. The formula (9) and direct quadrature of (1) agree to the eight printed decimals at all three temperatures, as the numerical output shows.

**20 K.** Here $T=1.7235$ meV, well below $R$. The estimate is $\Gamma/(\pi e)=20/(50\pi)=0.127$, and the exact value is $0.1215$; the estimate is about 5% too high, relative to the exact value. The excess comes from the tail approximation, not from temperature: the full Lorentzian weight below zero is $0.1211$, about $0.0062$ below the estimate, and heating raises $n$ slightly back toward it. The $T^2$ term adds $3.70\times10^{-4}$ and the $T^4$ term $3.8\times10^{-6}$. Their sum with the zero-temperature value is $0.1214926$, against the exact $0.1214927$.

**3000 K.** Here $T=258.52$ meV, and the estimate is

$$\frac12-\frac{50}{4\times258.52}=0.5-0.0484=0.4516 .$$

The exact value is $0.4537$. The difference, $0.0021$, is nearly all accounted for by the $\Gamma e/T^2$ term, which is $0.0020$. Through that term (11) gives $0.45368$; with the next term it gives $0.45376$, compared with the exact $0.45374$.

**300 K.** Here $T=25.85$ meV is about half of $R$, and neither limit is close. The argument is

$$z=\frac{20+50i}{2\pi\times25.852}=0.1231+0.3078\,i,$$

with $\mathrm{Im}\,\psi(\frac12+z)=0.8916$, so that

$$n=0.5-\frac{0.8916}{\pi}=0.2162 .$$

The low-temperature estimate $0.127$ is far too small, and so is the high-temperature one, $0.5-50/(4\times25.852)=0.016$. The additive guess gives $0.1263+0.1273=0.2536$, about 17% above the exact value. With the full zero-temperature weight $0.1211$ in place of the tail estimate the excess is still about 14%. Thermal and broadening contributions therefore do not simply add here; they add approximately when both $T$ and $\Gamma$ are small against $e$. The limits show why the guess cannot hold throughout: the leading effect of the width is $\Gamma/(\pi e)$ at low temperature with $e\gg\Gamma$, but of order $\Gamma e/T^2$ at high temperature.

The series behind (11) does converge at 300 K, since its boundary $T=R/\pi$ lies at 199 K. It converges slowly: each power of $z$ brings a factor $|z|$ while $S_p$ grows by about a factor 2 per order, so the bound $S_{m+1}|z|^m$ on the terms shrinks only by about $2|z|=R/(\pi T)=0.66$ per order.

The definition of the width matters at this temperature, and even more at 20 K, where the full width would give $0.215$ instead of $0.121$. Inserting the full width, 40 meV, in place of $\Gamma$ would give $0.276$ instead of $0.216$.

The sum (7) itself converges slowly if it is cut off. After $N$ terms the remaining frequencies start at $\Omega=2\pi TN$, and the midpoint rule gives the omitted part of $n$ for $e>0$ as

$$-\frac1\pi\int_\Omega^\infty g\,d\omega=-\frac1\pi\arctan\frac{e}{\Omega+\Gamma},$$

which falls only as $1/N$. At 300 K ten terms give $0.2259$ without this tail and $0.21618$ with it; the exact value is $0.21619$.

## Where the model ends

The Lorentzian extends to arbitrarily large negative and positive energies. A reservoir with a finite band does not support such tails. If the spectrum is cut at $\pm D$ with $D\gg R$, the Lorentzian weight beyond each edge is about $\Gamma/(\pi D)$, which sets the scale of the possible error in $n$. At high temperature the $\Gamma e/T^2$ term comes from the tails at energies of order $T$ and above. The part from beyond an energy $\omega\gg T$ falls only as $T/\omega$, and about a fifth of the term comes from above $10\,T$, so (11) also needs $T\ll D$. The energy $e$ is the centre of the broadened line, not the bare level. For a non-interacting level coupled to a flat band from $-D_1$ to $D_2$ the two differ by $(\Gamma/\pi)\ln(D_1/D_2)$, which does not shrink as the band widens at a fixed ratio. For $D_2=3D_1$ and the values above it is about $-7$ meV, and ignoring it changes $n$ at 300 K by about $0.03$. Within these conditions, and as long as the spectral function is a Lorentzian with temperature-independent $e$ and $\Gamma$, (9) covers the whole range from a sharp thermal level to a broad level at zero temperature.

## Numbers as computed

```
level energy e = 50.0 meV
half width Gamma = 20.0 meV
R = sqrt(Gamma^2 + e^2) = 53.8516 meV
20 K: k_B T = 1.7235 meV
20 K: n, digamma = 0.12149265
20 K: n, quadrature = 0.12149265
300 K: k_B T = 25.8520 meV
300 K: n, digamma = 0.21619181
300 K: n, quadrature = 0.21619181
3000 K: k_B T = 258.5200 meV
3000 K: n, digamma = 0.45374445
3000 K: n, quadrature = 0.45374445
300 K: Re z = 0.123128
300 K: Im z = 0.307819
300 K: Im psi(1/2+z) = 0.891610
300 K: n, 10 Matsubara terms, no tail = 0.22586002
300 K: n, 10 Matsubara terms, with tail = 0.21618398
300 K: n, 1000 Matsubara terms, no tail = 0.21628978
300 K: n, 1000 Matsubara terms, with tail = 0.21619181
300 K: sharp-level Fermi value = 0.126299
300 K: n if full width is wrongly inserted = 0.275781
20 K: zero-temperature value = 0.12111894
20 K: T^2 term = 3.6986e-04
20 K: T^4 term = 3.7905e-06
20 K: n through T^2 = 0.12148880
20 K: n through T^4 = 0.12149259
3000 K: first-order term in beta = -0.04835216
3000 K: second-order term in beta = 2.0303e-03
3000 K: third-order term in beta = 7.8377e-05
3000 K: n through second order = 0.45367812
3000 K: n through third order = 0.45375649
high-T series converges above 198.92 K
```
